\section*{Wigner's correlation formula: its two density limits and its error against PW92}

\section*{The question}

The uniform electron gas has electron density $n$ and a rigid positive background of equal charge density. The radius $r_s$ of the sphere holding one electron is defined by $n=3/(4\pi r_s^3)$. Hartree atomic units are used, so $r_s$ is in bohr. The gas is spin-unpolarized. The correlation energy per electron, $e_c$, is the total energy minus the kinetic and exchange energies of the filled Fermi sea. The interpolation formula that bears Wigner's name is
\begin{equation}
e_W(r_s)=-\frac{0.44}{r_s+7.8}.
\end{equation}
The parts below examine this formula at low density, at high density and in between.

\section*{(a) Electrostatic energy at low density}

\textit{Question.} Model the dilute gas by point electrons, each at the centre of its own neutral sphere of background. Find the energy per electron.

\textit{Answer.} A neutral, spherically symmetric sphere produces no field outside itself, so different spheres do not interact. The attraction between electron and background is
\begin{equation}
-\int_0^{r_s}\frac{n}{r}\,4\pi r^2\,dr=-2\pi n r_s^2=-\frac{3}{2r_s}.
\end{equation}
The background also repels itself. Assemble it in shells: the charge already inside $r$ is $(r/r_s)^3$, and the next shell carries $3r^2dr/r_s^3$. The cost is
\begin{equation}
\int_0^{r_s}\frac1r\,\frac{r^3}{r_s^3}\,\frac{3r^2}{r_s^3}\,dr=\frac{3}{5r_s}.
\end{equation}
The sum is $-9/(10r_s)$. Spheres cannot fill space, so this is an estimate. An Ewald sum for electrons on a body-centred cubic (bcc) lattice gives $-0.8959/r_s$, which differs from the estimate by about 0.5\%.

\section*{(b) The leading correlation energy}

\textit{Question.} Find the exchange energy of the Fermi sea, deduce the leading low-density form of $e_c$, and compare it with $e_W$.

\textit{Answer.} Two spin states fill the Fermi sphere, so $n=k_F^3/(3\pi^2)$ and $k_F=(9\pi/4)^{1/3}/r_s$. With $x=k_Fr$, the one-body density matrix at separation $r$ is
\begin{equation}
\rho(r)=\frac{2}{(2\pi)^3}\int_0^{k_F}4\pi k^2\frac{\sin kr}{kr}\,dk
=\frac{k_F^3}{\pi^2}\frac{j_1(x)}{x}=3n\frac{j_1(x)}{x},
\end{equation}
where $j_1(x)=(\sin x-x\cos x)/x^2$. Each spin has density matrix $\rho/2$ and exchanges only with itself. The factor $-\frac12\cdot2\cdot(\frac12)^2=-\frac14$ then gives
\begin{equation}
e_x=-\frac{1}{4n}\int\frac{\rho^2}{r}\,d^3r=-\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
\end{equation}
Let $j_0=\sin x/x$. Since $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, we have $(j_0^2+j_1^2)'=-4j_1^2/x$. The bracket falls from 1 to 0, so the integral is $1/4$, and
\begin{equation}
e_x=-\frac{9\pi n}{4k_F^2}=-\frac{3k_F}{4\pi}=-\frac{0.4582}{r_s}.
\end{equation}
The Fermi-sea kinetic energy varies as $k_F^2\propto r_s^{-2}$ and does not affect the $1/r_s$ term. Assuming that the electrons localize at low density, which part (c) checks for consistency,
\begin{equation}
r_s e_c\to-0.9000+0.4582=-0.4418\quad\text{(sphere)},
\end{equation}
or $-0.8959+0.4582=-0.4378$ (rounded from unrounded values) for the bcc lattice. Wigner's formula gives $r_se_W\to-0.44$. It therefore follows the electrostatic limit, with a coefficient within about 0.5\% of either value.

\section*{(c) The next term at low density}

\textit{Question.} Estimate the zero-point energy of the localized electrons. Does $e_W$ contain a term of this form?

\textit{Answer.} At distance $d$ from the centre, the background inside $d$ has charge $(d/r_s)^3$ and pulls the electron back with force $d/r_s^3$. The electron, of unit mass, is an oscillator with $\Omega^2=r_s^{-3}$. Its zero-point energy in three dimensions is
\begin{equation}
\tfrac32\Omega=\frac{3}{2r_s^{3/2}}.
\end{equation}
The curvature is the same on a bcc site when the other electrons are held fixed. Their potential has zero Laplacian there, the background supplies $4\pi n=3/r_s^3$, and cubic symmetry divides this equally among three directions. When all electrons move, the squared mode frequencies are the eigenvalues of the matrix of second derivatives of the energy with respect to all displacements. Their sum is the trace of this matrix, which contains only the on-site curvatures just found, so coupling leaves the mean squared mode frequency at $r_s^{-3}$. The mean of $\Omega$ cannot exceed the root of the mean of $\Omega^2$, so for a stable lattice $3/2$ is an upper bound on the harmonic coefficient.

The squared oscillator length is of order $1/\Omega=r_s^{3/2}$. Relative to $r_s^2$ it vanishes as $r_s^{-1/2}$, so localization is consistent as $r_s\to\infty$. The approach is slow: the root-mean-square displacement $(3/2\Omega)^{1/2}$ is $1.22\,r_s^{-1/4}$ times $r_s$, which is still 0.58 at $r_s=20$. For the coupled harmonic bcc lattice it is 0.42 of the nearest-neighbour distance at $r_s=20$ and 0.28 at $r_s=100$. The localized picture therefore fixes the asymptotic form of $e_c$ and does not describe the gas in the range of part (e). Wigner's formula expands as
\begin{equation}
e_W=-\frac{0.44}{r_s}\left(1+\frac{7.8}{r_s}\right)^{-1}
=-\frac{0.44}{r_s}+\frac{3.432}{r_s^2}-\cdots
\end{equation}
It has no $r_s^{-3/2}$ term. It therefore departs from the low-density expansion already at the first correction to the leading term.

\section*{(d) High density}

\textit{Question.} Use the random-phase approximation (RPA), in which electrons respond as free particles to the total electrostatic potential, to find how $e_c$ behaves as $r_s\to0$. Can Wigner's form reproduce this?

\textit{Answer.} Multiply the electron repulsion by $\lambda$ and raise $\lambda$ from 0 to 1 at fixed density. The energy changes by $\int_0^1\langle V\rangle_\lambda d\lambda$, where $V$ is the full-strength repulsion. Using $\langle V\rangle_0$ throughout gives the exchange energy, so $e_c$ comes from $\langle V\rangle_\lambda-\langle V\rangle_0$.

Let $v=4\pi/q^2$, and let $\rho_{\mathbf q}$ be the density fluctuation of wave vector $\mathbf q$ in volume $\mathcal V$. With $E_m$ the excitation energies, define the positive response function at imaginary frequency
\begin{equation}
\chi_\lambda(q,i\omega)=\frac1{\mathcal V}\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\frac{2E_m}{E_m^2+\omega^2}.
\end{equation}
Because $\int_0^\infty 2E\,d\omega/(E^2+\omega^2)=\pi$, the mean square fluctuation per volume is $\int_0^\infty\chi_\lambda\,d\omega/\pi$. In the RPA, a potential $\phi$ induces $\delta n=-\chi_0(\phi+\lambda v\,\delta n)$, hence $\chi_\lambda=\chi_0/(1+\lambda v\chi_0)$. The $\lambda$ integral is
\begin{equation}
\int_0^1\left(\frac{v\chi_0}{1+\lambda v\chi_0}-v\chi_0\right)d\lambda=\ln(1+v\chi_0)-v\chi_0 .
\end{equation}
The pair energy carries a factor $\frac12$, and $d^3q/(2\pi)^3=q^2dq/(2\pi^2)$. Therefore
\begin{equation}
n e_c=\frac{1}{4\pi^3}\int_0^\infty q^2dq\int_0^\infty d\omega\,[\ln(1+v\chi_0)-v\chi_0].
\label{ring}
\end{equation}

For $q\ll k_F$, an electron can be excited from $\mathbf k$ to $\mathbf k+\mathbf q$ if it lies in a surface layer of thickness $q\mu$, where $\mu>0$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. The excitation energy is $k_Fq\mu$. With two spins and $\omega=k_Fqu$,
\begin{align}
\chi_0&=\frac{2}{(2\pi)^3}\,2\pi k_F^2\int_0^1 q\mu\,\frac{2k_Fq\mu}{k_F^2q^2(\mu^2+u^2)}\,d\mu
=\frac{k_F}{\pi^2}R(u),\\
R(u)&=\int_0^1\frac{\mu^2}{\mu^2+u^2}\,d\mu=1-u\arctan\frac1u .
\end{align}
Thus $v\chi_0=a/q^2$ with $a=4k_FR/\pi$. Integrate up to $q=\eta k_F$, with $\eta$ small and fixed, and set $t=q^2$, $T=\eta^2k_F^2$. Integration by parts gives
\begin{align}
J&=\frac12\int_0^T\left[t\ln\left(1+\frac at\right)-a\right]dt\nonumber\\
&=\frac12\left[\frac{T^2}{2}\ln\left(1+\frac aT\right)+\frac{aT}{2}-\frac{a^2}{2}\ln\left(1+\frac Ta\right)-aT\right].
\end{align}
At high density $T\gg a$. The first term becomes $aT/2-a^2/4$, the terms in $aT$ cancel, and
\begin{equation}
J\simeq-\frac{a^2}{4}\ln\frac Ta-\frac{a^2}{8}.
\end{equation}
Since $T/a\propto k_F\propto1/r_s$, the logarithmic part of $J$ is $(a^2/4)\ln r_s=(4k_F^2R^2/\pi^2)\ln r_s$. For $q>\eta k_F$, $v\chi_0$ is small and the bracket in (\ref{ring}) is $-(v\chi_0)^2/2$; scaling $q$ by $k_F$ shows that this region adds a constant to $e_c$. Putting $d\omega=k_Fq\,du$ and $n=k_F^3/(3\pi^2)$ into (\ref{ring}) gives the prefactor $3/(4\pi k_F^2)$, so
\begin{equation}
e_c\simeq A\ln r_s+\text{constant},\qquad A=\frac{3}{\pi^3}\int_0^\infty R^2\,du .
\end{equation}
Write $R^2$ as a double integral over $\mu$ and $\nu$, and use $\int_0^\infty du/[(\mu^2+u^2)(\nu^2+u^2)]=\pi/[2\mu\nu(\mu+\nu)]$. By symmetry, with $\nu=\mu s$ for $\nu<\mu$,
\begin{equation}
\int_0^\infty R^2du=\frac\pi2\int_0^1\!\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu
=\pi\int_0^1\mu^2d\mu\int_0^1\frac{s\,ds}{1+s}=\frac\pi3(1-\ln2).
\end{equation}
Hence $A=(1-\ln2)/\pi^2=0.03109$ hartree.

Physically, without screening the second-order energy contains $\int dq/q$, which diverges at small $q$. Screening stops it near $q^2\sim a$. Second-order exchange, outside the RPA, has one factor $1/q^2$ fewer than $1/q^4$; its small-$q$ integrand is proportional to $q$ and gives no logarithm. That the remaining terms vanish as $r_s\to0$ is assumed here, not derived.

For Wigner's formula,
\begin{equation}
r_s\frac{de_W}{dr_s}=\frac{0.44\,r_s}{(r_s+7.8)^2}\to0,
\end{equation}
whereas a logarithm requires the limit $A$. The formula stops at $-0.44/7.8=-0.0564$ hartree. Changing its two constants does not help: $-c/(r_s+b)$ is finite at $r_s=0$ for $b>0$ and diverges as $1/r_s$ for $b=0$.

\section*{(e) Error from $r_s=0.5$ to 20}

\textit{Question.} Quantify the error of $e_W$ against the PW92 parametrization,
\begin{equation}
e_P=-2A(1+\alpha r_s)\ln\left[1+\frac{1}{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right],
\end{equation}
with $A=0.031091$, $\alpha=0.21370$ and $\beta_1,\ldots,\beta_4=7.5957,\,3.5876,\,1.6382,\,0.49294$. Explain how a formula with nearly the right low-density limit behaves at $r_s=20$.

\textit{Answer.} PW92 is a fit to quantum Monte Carlo energies. The high-density logarithm and the powers of $r_s$ of the low-density expansion are built into its form, while the low-density coefficients come out of the fit. It is a reference, not an exact result, and its own error is not assessed here. Let $\Delta=e_W-e_P$ and $\delta=e_W/e_P-1$; positive $\delta$ means too much correlation. At $r_s=1$, for example, $e_W=-0.44/8.8=-50.00$ mHa and $e_P=-59.77$ mHa. Thus $\Delta=9.77$ mHa and $\delta=50.000/59.774-1=-16.4\%$.

\begin{center}
\begin{tabular}{rrrrr}
$r_s$ & $e_W$ (mHa) & $e_P$ (mHa) & $\Delta$ (mHa) & $\delta$ (\%)\\
0.5 & $-53.01$ & $-76.62$ & $23.61$ & $-30.8$\\
1 & $-50.00$ & $-59.77$ & $9.77$ & $-16.4$\\
2 & $-44.90$ & $-44.76$ & $-0.14$ & $0.3$\\
5 & $-34.38$ & $-28.22$ & $-6.16$ & $21.8$\\
10 & $-24.72$ & $-18.57$ & $-6.15$ & $33.1$\\
20 & $-15.83$ & $-11.53$ & $-4.30$ & $37.3$
\end{tabular}
\end{center}

The curves cross once in this interval, at $r_s=1.98$. This position depends on the reference: the VWN5 fit also gives 1.98, but the Perdew--Zunger fit gives 2.04 and reverses the sign of $\Delta$ at $r_s=2$ (to $+0.19$ mHa). Below the crossing Wigner's correlation is too weak, by up to 23.6 mHa (0.642 eV) at $r_s=0.5$. Above it the correlation is too strong, by at most 6.5 mHa (0.177 eV), near $r_s=6.9$. Averaged uniformly over $r_s$, $|\Delta|$ is 5.55 mHa (0.151 eV) and $|\delta|$ is 29\%.

Within this interval the relative error is largest, and positive, at the end point $r_s=20$ (the full formulas peak just beyond it, near $r_s=21.5$), although $e_W$ has nearly the right limit. To see how slowly the limit is reached, expand PW92 for large $r_s$. The logarithm becomes its small argument, and
\begin{equation}
e_P\simeq-\frac{\alpha r_s}{\beta_4r_s^2}\left(1-\frac{\beta_3}{\beta_4r_s^{1/2}}\right)
=-\frac{0.4335}{r_s}+\frac{1.441}{r_s^{3/2}} .
\end{equation}
The positive second term has the power of $r_s$ found in part (c), weakens the correlation and is absent from $e_W$. Its coefficient is a result of the fit; the harmonic bcc lattice gives 1.329. The percentages at large $r_s$ below are therefore those of PW92: against the bcc terms $-0.4378/r_s+1.329/r_s^{3/2}$, $\delta$ at $r_s=10^4$ is 3.6\%. To this order,
\begin{equation}
\delta\simeq\frac{0.44}{0.4335}\left(1+\frac{1.441}{0.4335\,r_s^{1/2}}\right)-1 .
\end{equation}
At $r_s=10^4$ this gives about 4.9\%, against 4.8\% from the full formulas. At $r_s=20$ the correction in the bracket is 0.74, too large for the expansion to be quantitative (it would give 77\%); the 37\% must come from the full formulas. There $e_P$ lies about 10 mHa above its leading term and $e_W$ only 6.2 mHa above its own. PW92 still gives $\delta=28\%$ at $r_s=100$.

The final limit is $\delta\to1.5\%$, not zero, because the leading coefficients differ. PW92's own coefficient is about 1\% smaller in magnitude than the bcc value in part (b), so this residue should not be read as Wigner's error alone. The numerical check evaluates the limits and the errors independently of the expansions above.

\section*{Computed values}
\begin{verbatim}
LOW DENSITY: coefficients of 1/rs (hartree bohr)
electron-background attraction in sphere: -1.5000
background self-energy in sphere: 0.6000
neutral sphere total: -0.9000
bcc lattice total (Ewald): -0.895929
exchange: -0.458165
correlation, sphere minus exchange: -0.44183
correlation, bcc minus exchange: -0.43776
correlation, PW92 limit: -0.43352
NEXT ORDER: coefficients of rs^(-3/2) (hartree bohr^1.5)
site curvature at rs=1, [100] and [111] (a.u.): 0.99998 1.00001
independent-oscillator zero-point energy: 1.5000
PW92: 1.4407
Wigner coefficient of 1/rs^2 (hartree bohr^2): 3.432
HIGH DENSITY (hartree)
integral of R^2 over u from 0 to infinity (no unit): 0.321336
A = (1 - ln 2)/pi^2: 0.031091
RPA energy at rs=1e-4 and 1e-3: -0.35746 -0.28589
RPA slope in ln(rs) between them: 0.03108
PW92 slope in ln(rs), rs=1e-7 to 1e-6: 0.03109
Wigner slope in ln(rs), rs=1e-4 to 1e-3: 2.83e-06
Wigner value at rs=0: -0.05641
PW92 at rs=1e-4 and 1e-3: -0.33301 -0.26147
TABLE: rs (bohr), Wigner, PW92, difference (mHa), relative (%)
  0.5   -53.012   -76.619   23.607  -30.81
  1.0   -50.000   -59.774    9.774  -16.35
  2.0   -44.898   -44.760   -0.138    0.31
  3.0   -40.741   -36.941   -3.799   10.29
  4.0   -37.288   -31.866   -5.422   17.01
  5.0   -34.375   -28.216   -6.159   21.83
  7.0   -29.730   -23.208   -6.522   28.10
 10.0   -24.719   -18.572   -6.147   33.10
 15.0   -19.298   -14.146   -5.152   36.42
 20.0   -15.827   -11.530   -4.297   37.27
ERROR SUMMARY, rs from 0.5 to 20 bohr
curves cross at rs (bohr): 1.975
difference at rs=0.5: 23.61 mHa = 0.642 eV
most negative difference: -6.52 mHa = -0.177 eV
  reached at rs (bohr): 6.91
largest positive relative error (%): 37.27
  reached at rs (bohr): 20.00
mean absolute difference: 5.55 mHa = 0.151 eV
mean absolute relative error (%): 28.8
BEYOND THE RANGE (PW92 formula extrapolated)
relative error peaks at rs (bohr): 21.5, value (%): 37.31
relative error at rs=1e+02 bohr (%): 27.91
relative error at rs=1e+03 bohr (%): 11.55
relative error at rs=1e+04 bohr (%): 4.81
relative error at rs=1e+06 bohr (%): 1.83
relative error as rs -> infinity (%): 1.49
\end{verbatim}
